# Wannier centres and band-edge parities in an inversion-symmetric chain: verification in Python

```python
# Kohn's rule for a one-dimensional crystal with V(-x) = V(x), V(x+a) = V(x):
#   exp(2 pi i xc / a) = parity(k=0) * parity(k=pi/a)
# where xc is the Wannier centre of an isolated band (defined modulo a).
# Units: hbar = m = a = 1; lengths in a, energies in hbar^2/(m a^2).
# V(x) = sum_m [ v_m exp(2 pi i m x) + complex conjugate ], v = [v_1, v_2, ...]
# Bands are counted from 1.  Bloch state: psi_k = exp(ikx) u_k.
import numpy as np
from scipy.optimize import brentq

PI = np.pi
G = 2 * PI * np.arange(-10, 11)      # reciprocal lattice vectors in the basis
M = 32                               # real-space points per cell
S = np.arange(M) / M


def solve(v, k):
    """Energies and plane-wave coefficients at all wave numbers k."""
    n = len(G)
    pot = np.zeros((n, n), complex)
    for m, vm in enumerate(v, start=1):
        pot += vm * np.eye(n, k=-m) + np.conj(vm) * np.eye(n, k=m)
    k = np.atleast_1d(k)
    h = pot[None] + np.eye(n)[None] * ((k[:, None] + G) ** 2 / 2)[:, None, :]
    return np.linalg.eigh(h)


def parity(v, k, band):
    """Cell average of conj(psi(x)) psi(-x), at k = 0 or pi."""
    c = solve(v, k)[1][0][:, band - 1]
    psi = np.exp(1j * np.outer(S, k + G)) @ c
    mirrored = np.exp(-1j * np.outer(S, k + G)) @ c
    return np.mean(psi.conj() * mirrored).real


def mesh(n, offset=0.0):
    return -PI + 2 * PI * (np.arange(n) + offset) / n


def links(c):
    """Overlaps of neighbouring u_k around the closed zone."""
    following = np.vstack([c[1:], np.roll(c[0], -1)])
    return np.sum(c.conj() * following, axis=1)


def loop_centre(c):
    z = links(c)
    return -np.angle(np.prod(z / abs(z))) / (2 * PI)


def constant_connection_gauge(c):
    phase = np.angle(links(c))
    total = np.angle(np.exp(1j * phase.sum()))
    before = np.concatenate([[0], np.cumsum(phase)[:-1]])
    j = np.arange(len(c))
    return c * np.exp(1j * (total * j / len(c) - before))[:, None]


def wannier(k, c):
    """Wannier function on a ring of len(k) cells."""
    n = len(k)
    cells = np.arange(-n // 2, n // 2)
    u = c @ np.exp(1j * np.outer(G, S))
    w = np.exp(1j * np.outer(cells, k)) @ (np.exp(1j * np.outer(k, S)) * u) / n
    return (cells[:, None] + S).ravel(), w.ravel()


def moments(x, w):
    rho = abs(w) ** 2 / M
    mean = np.sum(x * rho)
    return np.sum(rho), mean, np.sum((x - mean) ** 2 * rho)


def distance(p, q):
    """Distance of two positions modulo one lattice constant."""
    return abs((p - q + 0.5) % 1 - 0.5)


def in_cell(p):
    return round((p + 1e-5) % 1 - 1e-5, 4) + 0.0


def kohn(xi0, xipi):
    return 0.0 if xi0 * xipi > 0 else 0.5


# --- random symmetric potentials, mesh deliberately not symmetric in k ---
rng = np.random.default_rng(5)
count = {0.0: 0, 0.5: 0}
for trial in range(20):
    v = rng.uniform(-4, 4, 3)
    e, c = solve(v, mesh(400, 0.137))
    for band in (1, 2, 3):
        gap = np.min(e[:, band] - e[:, band - 1])
        if band > 1:
            gap = min(gap, np.min(e[:, band - 1] - e[:, band - 2]))
        if gap < 1:
            continue                 # not well isolated on this mesh
        xi0, xipi = parity(v, 0.0, band), parity(v, PI, band)
        assert abs(abs(xi0) - 1) < 1e-6 and abs(abs(xipi) - 1) < 1e-6
        rule = kohn(xi0, xipi)
        assert distance(loop_centre(c[:, :, band - 1]), rule) < 1e-3
        count[rule] += 1
assert min(count.values()) >= 5
print("Lengths in a, energies in hbar^2/(m a^2)")
print(f"Random potentials: bands centred at 0: {count[0.0]}, at a/2: {count[0.5]}")

# --- worked example: two harmonics ---
V1, V2 = -3.0, 2.0
N = 200
k = mesh(N)
print(f"Model: V1 = {V1}, V2 = +{V2} or -{V2}, cells in ring = {N}")
for v2 in (V2, -V2):
    v = [V1, v2]
    e, c = solve(v, k)
    print(f"V2 = {v2:+.1f}: smallest gap 1-2 = {np.min(e[:,1]-e[:,0]):.4f},"
          f" 2-3 = {np.min(e[:,2]-e[:,1]):.4f}")
    for band in (1, 2):
        xi0, xipi = parity(v, 0.0, band), parity(v, PI, band)
        rule = kohn(xi0, xipi)
        cb = constant_connection_gauge(c[:, :, band - 1])
        x, w = wannier(k, cb)
        norm, centre, var = moments(x, w)
        loop = loop_centre(cb)
        assert abs(norm - 1) < 1e-8
        assert distance(centre, rule) < 1e-5 and distance(loop, rule) < 1e-5
        # parity of W about its own centre, and reality up to a phase
        twice = int(round(2 * centre))
        image = w[(twice * M - np.arange(len(w))) % len(w)]
        own = np.sum(w.conj() * image).real / M
        assert np.max(abs(image - np.sign(xi0) * w)) < 1e-6
        top = w[np.argmax(abs(w))]
        assert np.max(abs((w * abs(top) / top).imag)) < 1e-6
        # another periodic gauge: beta = 0.7 sin k - k moves W by one cell
        beta = 0.7 * np.sin(k) - k
        cg = cb * np.exp(1j * beta)[:, None]
        _, centre2, var2 = moments(*wannier(k, cg))
        assert abs(centre2 - centre - 1) < 1e-4
        excess = np.mean((0.7 * np.cos(k)) ** 2)
        assert abs(var2 - var - excess) < 1e-3
        # A(k) + A(-k) = -theta'(k) in that gauge, as phases per mesh step
        step = np.exp(-1j * np.angle(links(cg)))
        j = np.arange(1, N)
        theta = np.sum(cg[N - j].conj() * cg[j][:, ::-1], axis=1)
        assert np.max(abs(abs(theta) - 1)) < 1e-8
        i = np.arange(1, N - 1)
        assert np.max(abs(step[i] * step[N - i - 1]
                          - theta[:-1] / theta[1:])) < 1e-7
        e0, epi = e[N // 2, band - 1], e[0, band - 1]
        print(f"  band {band}: E(0) = {e0:.4f}, E(pi/a) = {epi:.4f},"
              f" parities {xi0:+.0f} {xipi:+.0f}, rule {rule:.1f} a")
        print(f"    centre: overlaps {in_cell(loop):.4f} a, real space"
              f" {in_cell(centre):.4f} a; variance {var:.4f} a^2;"
              f" own parity {own:+.0f}")
print(f"Other gauge: variance larger by {var2 - var:.4f} a^2"
      f" (zone average {excess:.4f} a^2), shift {centre2 - centre:.4f} a")


# --- gap closing between bands 2 and 3 at k = 0 ---
def signed_gap(v2):
    e = solve([V1, v2], 0.0)[0][0]
    return (e[2] - e[1]) * np.sign(parity([V1, v2], 0.0, 2))


critical = brentq(signed_gap, -V2, V2, xtol=1e-10)
estimate = -V1 ** 2 / (2 * PI ** 2)
assert abs(critical - estimate) < 0.05
print(f"Gap 2-3 closes at V2 = {critical:.4f}; second-order {estimate:.4f}")
sides = []
for shift in (-0.2, 0.2):
    v = [V1, critical + shift]
    e, c = solve(v, mesh(800, 0.137))
    xi0, xipi = parity(v, 0.0, 2), parity(v, PI, 2)
    centre = loop_centre(c[:, :, 1])
    assert distance(centre, kohn(xi0, xipi)) < 1e-3
    sides.append(kohn(xi0, xipi))
    print(f"  V2 = {v[1]:.4f}: gap {abs(signed_gap(v[1])):.4f}, parities"
          f" {xi0:+.0f} {xipi:+.0f}, centre {abs(in_cell(centre)):.3f} a")
assert sides[0] != sides[1]

# --- inversion broken: second harmonic with phase phi ---
print("Band 2 with V2 = 2 and phase phi (inversion broken in between):")
for degrees in (0, 45, 90, 135, 180):
    v = [V1, V2 * np.exp(1j * np.radians(degrees))]
    kk = mesh(800)
    e, c = solve(v, kk)
    gap = min(np.min(e[:, 1] - e[:, 0]), np.min(e[:, 2] - e[:, 1]))
    assert gap > 1
    cb = constant_connection_gauge(c[:, :, 1])
    loop = loop_centre(cb)
    direct = moments(*wannier(kk, cb))[1]
    assert distance(loop, direct) < 1e-3
    if degrees == 90:
        assert distance(loop, 0) > 0.05 and distance(loop, 0.5) > 0.05
    print(f"  phi = {degrees:3d} deg: centre {in_cell(loop):.3f} a,"
          f" smallest gap {gap:.3f}")

# --- delta comb V = P sum_n delta(x - n), exact Bloch functions ---
nodes, weights = np.polynomial.legendre.leggauss(40)
X, WT = (nodes + 1) / 2, weights / 2


def comb_q(P, band, k):
    if P < 0 and band == 1:          # wholly negative band when P < -2
        f = lambda t: np.cosh(t) + P * np.sinh(t) / t - np.cos(k)
        return 1j * brentq(f, 1e-6, 12)
    f = lambda q: np.cos(q) + P * np.sinc(q / PI) - np.cos(k)
    return brentq(f, (band - 1) * PI, band * PI)


def comb_psi(P, band, k):
    q = comb_q(P, band, k)
    psi = np.sin(q * X) + np.exp(-1j * k) * np.sin(q * (1 - X))
    return psi / np.sqrt(np.sum(WT * abs(psi) ** 2))


def comb_parity(P, band, k):
    psi = comb_psi(P, band, k)       # psi(-x) = exp(-ik) psi(1-x)
    return np.sum(WT * psi.conj() * np.exp(-1j * k) * psi[::-1]).real


big_g = 2 * PI * np.arange(-200, 201)
for P in (3.0, -3.0):
    ktest = 1.0
    h = np.diag((ktest + big_g) ** 2 / 2) + P * np.ones((401, 401))
    reference = np.linalg.eigvalsh(h)[:3]
    for band in (1, 2, 3):
        energy = (comb_q(P, band, ktest) ** 2).real / 2
        # slow plane-wave convergence at the cusp limits this comparison
        assert abs(energy - reference[band - 1]) < 0.03
        xi0 = comb_parity(P, band, 1e-3)
        xipi = comb_parity(P, band, PI - 1e-3)
        assert abs(abs(xi0) - 1) < 1e-2 and abs(abs(xipi) - 1) < 1e-2
        ks = 2 * PI * (np.arange(301) + 0.37) / 300
        u = np.array([np.exp(-1j * q * X) * comb_psi(P, band, q) for q in ks])
        z = np.sum(WT * u[:-1].conj() * u[1:], axis=1)
        centre = -np.angle(np.prod(z / abs(z))) / (2 * PI)
        rule = kohn(xi0, xipi)
        assert distance(centre, rule) < 1e-3
        assert rule == (0.0 if P < 0 and band == 1 else 0.5)
        print(f"Comb P = {P:+.0f}, band {band}: E(k=1/a) = {energy:.4f},"
              f" parities {xi0:+.0f} {xipi:+.0f},"
              f" centre {abs(in_cell(centre)):.3f} a")

print("all tests passed")
```

Printed output:

```
Lengths in a, energies in hbar^2/(m a^2)
Random potentials: bands centred at 0: 25, at a/2: 24
Model: V1 = -3.0, V2 = +2.0 or -2.0, cells in ring = 200
V2 = +2.0: smallest gap 1-2 = 5.3593, 2-3 = 4.7343
  band 1: E(0) = -0.8622, E(pi/a) = 1.8806, parities +1 +1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.0741 a^2; own parity +1
  band 2: E(0) = 17.5711, E(pi/a) = 7.2399, parities -1 -1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.2386 a^2; own parity -1
V2 = -2.0: smallest gap 1-2 = 6.5606, 2-3 = 2.9644
  band 1: E(0) = -1.1111, E(pi/a) = 1.3092, parities +1 +1, rule 0.0 a
    centre: overlaps 0.0000 a, real space 0.0000 a; variance 0.0595 a^2; own parity +1
  band 2: E(0) = 18.5882, E(pi/a) = 7.8698, parities +1 -1, rule 0.5 a
    centre: overlaps 0.5000 a, real space 0.5000 a; variance 0.3153 a^2; own parity +1
Other gauge: variance larger by 0.2450 a^2 (zone average 0.2450 a^2), shift 1.0000 a
Gap 2-3 closes at V2 = -0.4559; second-order -0.4559
  V2 = -0.6559: gap 0.3846, parities +1 -1, centre 0.500 a
  V2 = -0.2559: gap 0.3847, parities -1 -1, centre 0.000 a
Band 2 with V2 = 2 and phase phi (inversion broken in between):
  phi =   0 deg: centre 0.000 a, smallest gap 4.734
  phi =  45 deg: centre 0.884 a, smallest gap 4.515
  phi =  90 deg: centre 0.768 a, smallest gap 3.942
  phi = 135 deg: centre 0.643 a, smallest gap 3.279
  phi = 180 deg: centre 0.500 a, smallest gap 2.964
Comb P = +3, band 1: E(k=1/a) = 2.3927, parities +1 -1, centre 0.500 a
Comb P = +3, band 2: E(k=1/a) = 16.2200, parities -1 +1, centre 0.500 a
Comb P = +3, band 3: E(k=1/a) = 29.6298, parities +1 -1, centre 0.500 a
Comb P = -3, band 1: E(k=1/a) = -4.9163, parities +1 +1, centre 0.000 a
Comb P = -3, band 2: E(k=1/a) = 10.6019, parities +1 -1, centre 0.500 a
Comb P = -3, band 3: E(k=1/a) = 23.9882, parities -1 +1, centre 0.500 a
all tests passed
```
